\section*{Rate-weighted moment matching in a Callaway phonon solver}

\section{Definitions and conventions}

Phonons of energy $\omega$ travel at one speed $v$ in an isotropic crystal. Atomic units are used in the algebra, and temperature is an energy, so $\hbar=k_B=1$. A mode has wave vector $\mathbf q$ with $|\mathbf q|=\omega/v$ and direction cosine $\mu$ along the axis of the problem. A sum $\sum g(\cdots)$ runs over the modes, and $g$ holds the density of states and the quadrature weight. The occupation is $f$, and $n$ is the Bose function at rest.

Normal collisions conserve energy and crystal momentum, and resistive collisions conserve energy alone. The Callaway model replaces both by relaxation,
\begin{equation}
\left.\frac{df}{dt}\right|_{\rm coll}=-r_N(f-f_N)-r_R(f-f_R),
\end{equation}
with rates $r_N=1/\tau_N$ and $r_R=1/\tau_R$ that depend on $\omega$. The target $f_R$ is a Bose function at temperature $T_R$. The normal target drifts with velocity $u$ along the axis:
\begin{equation}
f_N=\frac{1}{e^{(\omega-\mathbf q\cdot\mathbf u)/T_N}-1}
=\frac{1}{e^{\omega(b-l\mu)}-1},\qquad
b=\frac1{T_N},\quad l=b\,\frac uv .
\end{equation}
The second form uses $\mathbf q\cdot\mathbf u=\omega\mu u/v$. The pseudo-temperature $T_N$ and the drift $u$ are not given; the solver must find them from $f$. The rates are held fixed while $f$ relaxes.

\section{What the naive matching conserves}

The naive choice gives $f_N$ the same energy and momentum as $f$:
\begin{equation}
\sum g\,\chi\,(f-f_N)=0,\qquad \chi=\omega,\ \omega\mu .
\label{naive}
\end{equation}
The normal term then changes the energy at the rate
\begin{equation}
\dot E=-\sum g\,\omega\, r_N(f-f_N)=-\sum g\,\omega\,(r_N-c)(f-f_N),
\end{equation}
where any constant $c$ may be subtracted because of (\ref{naive}). The error is thus a covariance between the rate and the deviation. It vanishes if $r_N$ is constant or if $f$ is already a displaced Bose function, but not in general. The momentum error has the same form with $\omega\mu$ in place of $\omega$.

Suppose that $r_N$ rises with $\omega$ and that $f$, averaged over direction, lies above $f_N$ at low energy and below it at high energy. With $c$ set to the rate at the crossing, every contribution to the covariance is negative, so $\dot E>0$: fast modes are filled before slow modes have given up their excess.

The naive scheme does have invariants, but they are the wrong ones. With fixed rates,
\begin{equation}
\frac{d}{dt}\sum g\,\tau_N\chi f=-\sum g\,\chi(f-f_N)=0 .
\label{false}
\end{equation}
It conserves energy and momentum weighted by $\tau_N$, which overcounts the slowly relaxing modes.

\section{The conserving conditions and their solution}

Setting the true rates of change to zero gives
\begin{equation}
\sum g\,r_N\,\omega(f-f_N)=0,\qquad \sum g\,r_N\,\omega\mu(f-f_N)=0 .
\label{match}
\end{equation}
These are the statements that the normal term conserves energy and axial momentum, so they are both necessary and sufficient. The resistive term needs its own condition, $\sum g\,r_R\,\omega(f-f_R)=0$, which fixes $T_R$. In general $T_R\ne T_N$.

To solve (\ref{match}), put $W=g\,r_N$, $\mathcal E=\sum W\omega f$ and $\mathcal P=\sum W\omega\mu f$, and define
\begin{equation}
\Psi(b,l)=-\sum W\ln\!\left(1-e^{-\omega(b-l\mu)}\right)+b\,\mathcal E-l\,\mathcal P .
\end{equation}
Since $d\ln(1-e^{-y})/dy=1/(e^y-1)$, the derivatives are
\begin{equation}
\partial_b\Psi=\sum W\omega(f-f_N),\qquad
\partial_l\Psi=\sum W\omega\mu(f_N-f),
\end{equation}
and both vanish when (\ref{match}) holds. A second differentiation, with $df_N/dy=-f_N(1+f_N)$, gives the Hessian
\begin{equation}
H=\sum W\omega^2f_N(1+f_N)\begin{pmatrix}1&-\mu\\-\mu&\mu^2\end{pmatrix}.
\end{equation}
For a vector $(\alpha,\beta)$ its quadratic form is a sum of positive weights times $(\alpha-\beta\mu)^2$. This is positive once the grid has two different values of $\mu$, so there is at most one solution.

A solution also exists for the rate used below, $r_N\propto\omega^2$. In the continuum $W\propto\omega^4$, and the logarithmic term scales as $\int d\mu\,(b-l\mu)^{-5}$, which diverges as $|l|\to b$. At large $b$ the linear part is at least $b(\mathcal E-|\mathcal P|)$, which grows because $|\mu|<1$ for almost all modes. The minimum therefore lies inside $|l|<b$, which means $|u|<v$. A discrete grid with $|\mu|<1$ at every node does not reproduce the divergence, so a nearly collimated beam needs a fine angular grid.

The search starts from $b$ at the reference temperature and $l=0$. Each Newton step is $-H^{-1}\nabla\Psi$, and it is halved until $|l|<b$ and $\Psi$ does not rise.

\section{Stability near equilibrium}

Write $\delta f=n(1+n)\psi$. A small change of $b$ and $l$ then gives $\psi_N=Pc$, where the columns of $P$ are $\omega$ and $\omega\mu$ and $c$ holds two coefficients. Let $M$ be the diagonal matrix of $g\,n(1+n)$ and $D$ that of $g\,n(1+n)r_N$. Condition (\ref{match}) reads $P^TD(\psi-Pc)=0$. Solving for $c$ gives $M\dot\psi=-A\psi$ with
\begin{equation}
A=D-DP(P^TDP)^{-1}P^TD .
\end{equation}
This matrix is symmetric, and
\begin{equation}
\psi^TA\psi=\min_c\,(\psi-Pc)^TD(\psi-Pc)\ge0,
\end{equation}
with zero reached when $\psi$ is a combination of the two conserved vectors. Hence $\frac12\psi^TM\psi$ cannot grow. At fixed energy and momentum this is, to second order and up to a constant, the entropy deficit.

The naive condition $P^TM(\psi-Pc)=0$ gives instead
\begin{equation}
A'=D-DP(P^TMP)^{-1}P^TM .
\end{equation}
Here $A'P=0$ still holds, so a displaced Bose function remains stationary. A check limited to that property cannot tell the two schemes apart. But $P^TA'\neq0$ for a varying rate. Choose $p$ in the span of $P$ and $z$ with $p^TA'z\neq0$. Then
\begin{equation}
(p+\epsilon z)^TA'(p+\epsilon z)=\epsilon\,p^TA'z+\epsilon^2z^TA'z,
\end{equation}
because $A'p=0$. For small $\epsilon$ of the right sign this is negative, so $\frac12\psi^TM\psi$ can grow. The growth comes from energy or momentum that the scheme creates, since $-\epsilon\,p^TA'z$ is the rate of change of the conserved quantity $p^TM\psi$. The quadratic form is then no longer an entropy deficit, because energy and momentum are not fixed. Differentiating the nonlinear collision term numerically on a small grid gives two zero modes and no negative ones for the weighted operator. For the naive one, the symmetric part, scaled by $M^{-1/2}$ on both sides, has a lowest eigenvalue of $-2.0\ \mu{\rm s}^{-1}$ with the rates given below. That grid stops at 12 times the thermal energy; a finer grid reaching 30 times gives $-2.16\ \mu{\rm s}^{-1}$.

\section{A finite time step needs another weight}

Condition (\ref{match}) belongs to continuous time. A practical normal substep of length $h$ holds the target at some $F$ and relaxes each mode:
\begin{equation}
f'=F+(f-F)e^{-r_Nh}.
\label{step}
\end{equation}
The change of a moment is $-\sum g\chi(1-e^{-r_Nh})(f-F)$, so conservation over the step requires
\begin{equation}
\sum g\,\chi\left(1-e^{-r_Nh}\right)(f-F)=0,\qquad \chi=\omega,\ \omega\mu .
\label{stepweight}
\end{equation}
The same Newton search applies with $W=g(1-e^{-r_Nh})$. For $r_Nh\ll1$ the weight is proportional to $r_N$. If $r_Nh\gg1$ in every mode it tends to one: unweighted matching is correct for a step that completes the relaxation, since $F$ is then the end state.

The weight also raises the order of the step. Expanding (\ref{stepweight}) and dividing by $h$,
\begin{equation}
\sum g\chi r_N(f-F)=\frac h2\sum g\chi r_N^2(f-F)+O(h^2).
\end{equation}
Compare the true target $\bar f_N$ at mid-step. There $f(t+h/2)=f-\frac h2r_N(f-f_N)+O(h^2)$, and (\ref{match}) at that time gives
\begin{equation}
\sum g\chi r_N(f-\bar f_N)=\frac h2\sum g\chi r_N^2(f-f_N)+O(h^2).
\end{equation}
Since $F-f_N=O(h)$, the right-hand sides agree to $O(h^2)$. The moments determine the target uniquely, so $F=\bar f_N+O(h^2)$. In the exact solution,
\begin{equation}
f(t+h)=e^{-r_Nh}f+\int_0^h e^{-r_N(h-s)}r_Nf_N(t+s)\,ds ,
\end{equation}
the part of $f_N(t+s)-F$ linear in $s-h/2$ integrates to zero at leading order. The error per step is $O(h^3)$, and the substep is second order while $r_Nh$ is small in the modes that matter. With the weight $r_N$ the target belongs to the start of the step, and the order is one.

For the pulse defined next, halving the step from 0.005 to 0.0025~$\mu$s divides the error at 0.5~$\mu$s by 3.996 with the step weight and by 1.987 with the weight $r_N$. Five steps of 0.1~$\mu$s with the weight $r_N$ lose 7.6\% of the total energy; the step weight conserves it to rounding.

\section{A filtered heat pulse}

The example takes rough, round parameters for a pure sodium fluoride rod near 15~K. It tests the matching and does not model a second-sound experiment: with the rates below, a standing temperature wave of 2~mm wavelength, started at rest, has only about 4\% of its amplitude left after one period. With $x=\omega/T_0$ and $T_0$ the cold temperature of 15~K (0.001293~eV),
\begin{equation}
r_N=0.6\,x^2\ \mu{\rm s}^{-1},\qquad
r_R=\frac vd+0.002\,x^4\ \mu{\rm s}^{-1},
\end{equation}
with $v=4$~mm/$\mu$s and width $d=5$~mm. At $x=4$ the times are $\tau_N=0.104$ and $\tau_R=0.762~\mu$s.

Forward phonons come from a heater at 20~K. Point defects have removed the fraction $1-\exp(-0.002x^4t_f/\mu{\rm s})$ of their excess over the cold background, with $t_f=2~\mu$s; the scattered phonons are left out. This uniform state then relaxes by normal collisions alone.

The true end state follows from energy and momentum. For a displaced Bose function the integral over $\omega$ gives $E\propto T_N^4I_0$ and $P\propto T_N^4I_1$, where, with $\beta=u/v$,
\begin{align}
I_0&=\frac12\int_{-1}^{1}\frac{d\mu}{(1-\beta\mu)^4}=\frac{3+\beta^2}{3(1-\beta^2)^3},\\
I_1&=\frac12\int_{-1}^{1}\frac{\mu\,d\mu}{(1-\beta\mu)^4}
=\frac13\frac{d}{d\beta}\frac1{(1-\beta^2)^2}=\frac{4\beta}{3(1-\beta^2)^3}.
\end{align}
The second line uses $\frac12\int_{-1}^{1}(1-\beta\mu)^{-3}d\mu=(1-\beta^2)^{-2}$. Hence $P/E=4\beta/(3+\beta^2)$, with $P$ in units where the momentum of a mode is $\omega\mu$. The result is $T_N=15.84$~K and $\beta=0.080$. As a check, $(15.84/15)^4\times1.022=1.27$, which is the ratio of the energy densities, $1.92\times10^5$ to $1.51\times10^5$~eV/$\mu$m$^3$.

The naive solver ends elsewhere. Its invariants (\ref{false}) predict 16.74~K and $\beta=0.163$. Direct time integration reaches the predicted end state in both cases. The false state holds 33.5\% too much energy, relative to the true total, and 169\% too much momentum. The invented energy is about 1.6 times what the pulse brought in.

The initial targets show how this starts. Rate-weighted matching gives 15.30~K, because the fast, high-energy modes are still nearly cold. Unweighted matching gives 15.84~K and drives those modes up too early. The energy at first grows at 282\% per $\mu$s, with the sign expected from the covariance. If resistive collisions are added, each with its own weighted condition, the drift decays and the energy stays. The final temperature is then $15\,(1.92/1.51)^{1/4}=15.9$~K.

\section{Steady conduction}

In a uniform weak gradient $G=dT/dz$ the drive is odd in $\mu$, so to first order the energy conditions hold by symmetry and $T_N=T_R=T$. The momentum condition remains. Let $\eta=n(1+n)\omega\mu/T$. Then $v\mu G\,\partial n/\partial T=vG\eta/T$ and $f_N-n=\eta u/v$. With $\tau_C=1/(r_N+r_R)$ and $u/v=-(vG/T)U$, the stationary equation gives
\begin{equation}
f-n=-\frac{vG}{T}\,\eta\,a,\qquad a=\tau_C(1+Ur_N).
\end{equation}
Let $\langle\cdot\rangle$ be the average with weight $g\,\omega^2n(1+n)$, the heat-capacity weight. Momentum matching by (\ref{match}) is $\langle r_N(a-U)\rangle=0$. Since $1-\tau_Cr_N=\tau_Cr_R$, this gives $\langle\tau_Cr_N\rangle=U\langle\tau_Cr_Nr_R\rangle$. The heat flux is $-(Cv^2/3)\langle a\rangle G$, where $C$ is the heat capacity per volume and $\langle\mu^2\rangle=1/3$. Therefore
\begin{equation}
\kappa_w=\frac{Cv^2}{3}\left[\langle\tau_C\rangle+\frac{\langle\tau_Cr_N\rangle^2}{\langle\tau_Cr_Nr_R\rangle}\right].
\end{equation}
The naive condition $\langle a-U\rangle=0$ gives $U=\langle\tau_C\rangle/\langle\tau_Cr_R\rangle$ and
\begin{equation}
\kappa_u=\frac{Cv^2}{3}\left[\langle\tau_C\rangle+\frac{\langle\tau_C\rangle\langle\tau_Cr_N\rangle}{\langle\tau_Cr_R\rangle}\right].
\end{equation}

The brackets are 0.3456 and 0.7016~$\mu$s. Iterating the nonlinear solver in a weak gradient gives the same values. With $\hbar$ and $k_B$ restored, three branches of speed $v$ have $C=\frac{2\pi^2}{5}k_B(k_BT/\hbar v)^3=6450$~J/(m$^3$\,K) at 15~K. Hence
\begin{equation}
\kappa_w=\frac{6450\times4000^2}{3}\times0.3456\times10^{-6}
=1.19\times10^4\ \frac{\rm W}{\rm m\,K},
\end{equation}
or 7.42~eV/(ps\,\AA\,K), while $\kappa_u=2.41\times10^4$~W/(m\,K). The momentum balance $1=\langle r_N(a-U)\rangle+\langle r_Ra\rangle$ shows the cause. In the naive solution friction takes 2.32 times the drive, and the normal term supplies the missing 1.32.

For weak normal scattering both results tend to $(Cv^2/3)\langle\tau_R\rangle$. For strong normal scattering $\tau_C\to\tau_N$, and
\begin{equation}
\kappa_w\to\frac{Cv^2}{3}\frac1{\langle r_R\rangle},\qquad
\kappa_u\to\frac{Cv^2}{3}\frac{\langle\tau_N\rangle}{\langle\tau_Nr_R\rangle}.
\end{equation}
The times are 0.255 and 0.803~$\mu$s, so the error does not disappear when $f$ approaches $f_N$. With $r_R$ fixed and $r_N$ multiplied by 0.1, 1, 10 and 100, the ratio $\kappa_u/\kappa_w$ is 1.23, 2.03, 2.83 and 3.07.

The weighted limit does not rest on the relaxation form. Any symmetric, non-negative normal operator whose one null vector in this odd sector is momentum forces $a$ to a constant when strong. The balance $\langle r_Ra\rangle=1$ then fixes $a=1/\langle r_R\rangle$. A randomly built operator of this kind also gives 0.255~$\mu$s.

One benchmark hides the fault. If $r_R$ is constant, then $\langle\tau_Cr_N\rangle=1-r_R\langle\tau_C\rangle$, and the naive bracket becomes
\begin{equation}
\langle\tau_C\rangle+\frac{1-r_R\langle\tau_C\rangle}{r_R}=\frac1{r_R},
\end{equation}
the correct value. With wall scattering alone the naive iteration indeed returns $d/v=1.25~\mu$s. A useful conduction test with a single speed therefore needs both rates to vary with energy.

\section{The model beside a real crystal}

A conductivity of order $10^4$~W/(m\,K) is the rough size known for very pure sodium fluoride near its low-temperature maximum, but the rates here were chosen, not computed for the crystal. Giving the longitudinal branch 1.7 times the transverse speed, at the same heat capacity, lowers $\kappa_w$ by 9\% and leaves $\kappa_u/\kappa_w$ at 2.05. A rough umklapp rate $\hbar\gamma^2\omega^2T\,e^{-\theta/3T}/(\bar m v^2\theta)$, with $\omega$ the angular frequency, mean atomic mass $\bar m=21$~u, a Debye temperature $\theta=518$~K (from the model speed and a spacing of 2.3~\AA, not a measured value) and a Gr\"uneisen constant $\gamma$ of 1, lowers $\kappa_w$ by 0.1\%. This estimate is very sensitive to its inputs: 466~K and a constant of 2 give 1.8\%, and changing the exponent to $-\theta/4T$ as well gives 19\%, so umklapp cannot be ruled out in the real crystal. Chain-like dispersion with a spacing of 2.3~\AA{} slows phonons by 2.6\% at $x=4$ and by 5.9\% at $x=6$, and by somewhat more on the slower transverse branches; about 59\% of the heat capacity lies above $x=4$, and the effect on $\kappa_w$ is not estimated here. Replacing the wall rate $v/d$ by the viscous drag of a drifting phonon gas changes $\kappa_w$ by $-2.5$\% if the viscosity is set by normal collisions alone, and by $-1.7$\% if defect scattering is included in it. That estimate is uncertain, because at $x=1$ the normal path $v\tau_N$ is about 6.7~mm, longer than the rod is wide. The assumption of fixed rates is weakest in the pulse: if $r_N$ grows as $T^3$, it rises by 18\% between 15~K and the true end state. Such a change alters the course of the relaxation, but the true end state stays fixed by energy and momentum. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
cold temperature: 15 K
heater temperature: 20 K
thermal energy kT at cold temperature: 0.001293 eV
sound speed: 4 mm/us
rod width: 5 mm
normal rate coefficient of x^2: 0.6 1/us
defect rate coefficient of x^4: 0.002 1/us
defect filter time of pulse: 2 us
normal time at x=4: 0.1042 us
resistive time at x=4: 0.7622 us
pulse+background energy density: 1.92e+05 eV/um^3
background energy density: 1.51e+05 eV/um^3
initial, rate-weighted: T = 15.3041 K, drift/speed = 0.02978
initial unweighted = true final: T = 15.8444 K, drift/speed = 0.08039
false final of unweighted solver: T = 16.7439 K, drift/speed = 0.16326
unweighted initial energy rate: 282.3 %/us
unweighted initial momentum rate: 1360 %/us
unweighted final energy error: 33.53 %
unweighted final momentum error: 169.4 %
grid shift of final energy error: 5.8e-13 percentage points
end-state exponent errors: weighted 2.0e-09, unweighted 8.7e-13, with resistive 1.4e-09
error ratio on halving step, step weight: 3.996
error ratio on halving step, rate weight: 1.987
energy drift, rate weight, 5 steps of 0.1 us: -7.593 %
energy drift, step weight, same steps: 4.4e-14 %
zero modes of weighted operator: 2
lowest eigenvalue, unweighted symmetric part: -2.037 1/us
heat capacity: 6450 J/(m^3 K)
mean time, weighted formula: 0.345554 us
mean time, weighted iteration: 0.345554 us
mean time, unweighted formula: 0.701605 us
mean time, unweighted iteration: 0.701605 us
conductivity, weighted: 1.189e+04 W/(m K)
conductivity, weighted: 7.419 eV/(ps angstrom K)
conductivity, unweighted: 2.414e+04 W/(m K)
grid shift of weighted conductivity: 3.3e-13 %
false momentum source / drive: 1.32
unweighted/weighted, normal rate x 0.1: 1.226
unweighted/weighted, normal rate x 1: 2.03
unweighted/weighted, normal rate x 10: 2.826
unweighted/weighted, normal rate x 100: 3.068
strong-normal time, weighted: 0.25529 us
strong-normal time, random operator: 0.25529 us
strong-normal time, unweighted: 0.80302 us
constant resistive time, unweighted iteration: 1.25000 us
branch speeds used for estimate: 3.609, 6.135 mm/us
conductivity change from branch speeds: -9.09 %
unweighted/weighted with branch speeds: 2.049
Debye temperature from spacing and speed: 517.8 K
conductivity change from umklapp: -0.1325 %
group-speed loss from dispersion at x=4: 2.584 %
viscous wall-drag rate: 0.8646 1/us
conductivity change from viscous wall drag: -2.454 %
normal-rate change in pulse if rate ~ T^3: 17.86 %
\end{verbatim}
